# Rotational g factor, nonadiabatic rotational constant and dipole sign: test program

```python
"""
Result under test, for a neutral closed-shell diatomic molecule at fixed R:
    B_eff = B_atom * (1 + g*m/m_p)        and
    g'*I' - g*I = -2*m_p*d*D_z/e          (isotopic substitution)
I    : moment of inertia of the bare nuclei about their centre of mass
Q    : sum of Z_K*z_K**2 over nuclei, z_K measured from that centre
I_el : 2*sum_n |<n|L_x|0>|^2/(E_n-E_0), electronic inertia
G    : g*I/m_p = Q - I_el/m
d    : displacement of the centre of mass along z;  D_z : dipole moment
Atomic units inside the program (hbar = m = e = 1).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo


# ---------- model: rigid rotor with one electron in an oscillator well ----------
def model_rotor(J, inertia, z_nuc, charges, z_well, w_perp=1.0, w_par=0.4, n=5):
    """Lowest level: energy, G from the magnetic moment, <z>, sum-over-states I_el."""
    low = np.diag(np.sqrt(np.arange(1, n)), 1)
    one = np.eye(n)
    counts = np.indices((n, n, n)).reshape(3, -1)
    keep = np.where(counts[0] + counts[1] < n)[0]

    def position(w):
        return (low + low.T) / np.sqrt(2 * w)

    def momentum(w):
        return 1j * np.sqrt(w / 2) * (low.T - low)

    def product(a, b, c):
        return np.kron(np.kron(a, b), c)[np.ix_(keep, keep)]

    q, p = position(w_perp), momentum(w_perp)
    qz, pz = position(w_par) + z_well * one, momentum(w_par)
    L = [product(one, q, pz) - product(one, p, qz),
         product(p, one, qz) - product(q, one, pz),
         product(q, p, one) - product(p, q, one)]
    e_el = (w_perp * (counts[0] + counts[1] + 1) + w_par * (counts[2] + 0.5))[keep]
    i_el = 2 * np.sum(np.abs(L[0][1:, 0])**2 / (e_el[1:] - e_el[0]))

    m = np.arange(J, -J - 1, -1)
    up = np.diag(np.sqrt(J * (J + 1) - m[1:] * (m[1:] + 1.0)), 1)
    # transposed matrices: body-fixed components have reversed commutators
    Jb = [((up + up.T) / 2).T, ((up - up.T) / 2j).T, np.diag(m).astype(float)]
    id_el, id_rot = np.eye(len(keep)), np.eye(2 * J + 1)
    Jf = [np.kron(a, id_el) for a in Jb]
    Lf = [np.kron(id_rot, a) for a in L]
    N = [a - b for a, b in zip(Jf, Lf)]
    H = np.kron(id_rot, np.diag(e_el)) + (N[0] @ N[0] + N[1] @ N[1]) / (2 * inertia)
    H = H + N[2] @ N[2]      # lifts unphysical states; zero when J_z = L_z
    energy, vec = np.linalg.eigh(H)
    ground = vec[:, 0]

    def mean(op):
        return np.vdot(ground, op @ ground).real

    z_mean = mean(np.kron(id_rot, product(one, one, qz)))
    G = None
    if J > 0:
        Q = np.dot(charges, np.square(z_nuc))
        nuclear = Q / inertia * mean(N[0] @ Jf[0] + N[1] @ Jf[1])
        electronic = -mean(sum(a @ b for a, b in zip(Lf, Jf)))
        G = inertia * (nuclear + electronic) / (J * (J + 1))
    return energy[0], G, z_mean, i_el


I_mod, z_mod, Z_mod, well, d_mod = 1.0e4, np.array([-1.0, 2.0]), np.array([0.4, 0.6]), 0.5, 0.7
Q_mod = np.dot(Z_mod, z_mod**2)
E0 = model_rotor(0, I_mod, z_mod, Z_mod, well)[0]
for J in (1, 2):
    EJ, G_mod, z_el, iel_mod = model_rotor(J, I_mod, z_mod, Z_mod, well)
    b_mod = (EJ - E0) / (J * (J + 1))
    iel_level = I_mod * (1 - 2 * I_mod * b_mod)
    g_level = I_mod * (2 * b_mod * (I_mod + Q_mod) - 1)
    # remaining differences are of relative order 1/I_mod
    assert abs(iel_level - iel_mod) < 5e-3
    assert abs(g_level - G_mod) < 5e-3
    assert abs(G_mod - (Q_mod - iel_mod)) < 5e-3
    if J == 1:
        print(f"model: I_el from sum over states = {iel_mod:.4f} m a0^2")
    print(f"model J={J}: I_el from levels = {iel_level:.4f} m a0^2")
    print(f"model J={J}: G from levels = {g_level:.4f}, from moment = {G_mod:.4f} a0^2")

for extra in (0.0, 0.5):     # neutral molecule, then an ion
    Z_now = Z_mod + np.array([0.0, extra])
    G_a, z_el = model_rotor(1, I_mod, z_mod, Z_now, well)[1:3]
    G_b = model_rotor(1, I_mod, z_mod - d_mod, Z_now, well - d_mod)[1]
    dip = np.dot(Z_now, z_mod) - z_el
    expected = -2 * d_mod * dip + extra * d_mod**2
    assert abs((G_b - G_a) - expected) < 5e-3
    print(f"model, charge {extra:.1f} e: G'-G = {G_b - G_a:.4f}, predicted {expected:.4f} a0^2")


# ---------- coupled Hartree-Fock response to rotation ----------
class RotationResponse:
    def __init__(self, mf):
        self.mol = mf.mol
        nocc = mf.mol.nelectron // 2
        self.occ, self.vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
        o, v = self.occ, self.vir
        nvir = v.shape[1]
        oovv = ao2mo.general(mf._eri, (o, o, v, v), compact=False)
        ovov = ao2mo.general(mf._eri, (o, v, o, v), compact=False)
        oovv = oovv.reshape(nocc, nocc, nvir, nvir)
        ovov = ovov.reshape(nocc, nvir, nocc, nvir)
        self.gap = (mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]).ravel()
        coupling = -oovv.transpose(0, 2, 1, 3) + ovov.transpose(0, 3, 2, 1)
        self.hessian = np.diag(self.gap) + coupling.reshape(nocc * nvir, -1)

    def inertia_of(self, ao_matrix, coupled=True):
        x = (self.occ.T @ ao_matrix @ self.vir).ravel()
        y = np.linalg.solve(self.hessian, x) if coupled else x / self.gap
        return 4 * x @ y

    def r_cross_grad(self, z_origin):
        with self.mol.with_common_orig((0.0, 0.0, z_origin)):
            return self.mol.intor('int1e_cg_irxp', comp=3)[0]


R = 3.0
# direct check in a small basis: solve the self-consistent equations in a rotating frame
small = gto.M(atom=f'Li 0 0 0; H 0 0 {R}', unit='Bohr', basis='6-31g', verbose=0)
mf_small = scf.RHF(small)
mf_small.conv_tol = 1e-12
mf_small.kernel()
resp_small = RotationResponse(mf_small)
L_small = -1j * resp_small.r_cross_grad(0.4)
formula_small = resp_small.inertia_of(resp_small.r_cross_grad(0.4))
eri, overlap, omega = small.intor('int2e'), small.intor('int1e_ovlp'), 1e-4
h_rot = mf_small.get_hcore() - omega * L_small
dm = mf_small.make_rdm1().astype(complex)
for cycle in range(300):
    coul = np.einsum('pqsr,rs->pq', eri, dm)
    exch = np.einsum('prsq,rs->pq', eri, dm)
    orb = eigh(h_rot + coul - exch / 2, overlap)[1][:, :2]
    dm_new = 2 * orb @ orb.conj().T
    change = np.abs(dm_new - dm).max()
    dm = dm_new
    if change < 1e-12:
        break
direct_small = np.trace(L_small @ dm).real / omega
assert abs(direct_small - formula_small) < 1e-4 * formula_small
print(f"LiH 6-31G: I_el rotating frame = {direct_small:.5f} m a0^2")
print(f"LiH 6-31G: I_el response formula = {formula_small:.5f} m a0^2")

# ---------- LiH in a larger uncontracted basis ----------
def shells(first, ratio, ranges):
    return [[l, [first * ratio**k, 1.0]] for l, ks in enumerate(ranges) for k in ks]


basis = {'Li': shells(0.025, 2.7, (range(11), range(9), range(4))),
         'H': shells(0.03, 2.8, (range(8), range(7), range(5)))}
mol = gto.M(atom=f'Li 0 0 0; H 0 0 {R}', unit='Bohr', basis=basis, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
resp = RotationResponse(mf)
z_electrons = np.trace(mol.intor('int1e_r', comp=3)[2] @ mf.make_rdm1())
D_density = 1.0 * R - z_electrons      # Li nucleus lies at z = 0
sum_rule = resp.inertia_of(mol.intor('int1e_ipovlp', comp=3)[1])
assert abs(sum_rule - 4) < 0.02        # finite basis

me, mp = const.m_e, const.m_p / const.m_e
m_li = 7.016 * const.atomic_mass / me - 3
m_d = const.physical_constants['deuteron mass'][0] / me
to_cm = const.physical_constants['hartree-inverse meter relationship'][0] / 100
debye = const.e * const.physical_constants['Bohr radius'][0] * const.c * 1e21
print(f"R = {R:.2f} a0; basis functions = {mol.nao}; HF energy = {mf.e_tot:.5f} hartree")
print(f"input atomic mass of 7Li = {7.016:.3f} u; m_p/m = {mp:.3f}")
print(f"sum rule, should be 4 electrons: {sum_rule:.4f}")

data = {}
for name, m_h in (('7LiH', mp), ('7LiD', m_d)):
    zc = m_h * R / (m_h + m_li)
    I = m_h * m_li / (m_h + m_li) * R**2
    Q = 3 * zc**2 + (R - zc)**2
    X = resp.r_cross_grad(zc)
    I_el, I_unc = resp.inertia_of(X), resp.inertia_of(X, coupled=False)
    G = Q - I_el
    g = mp * G / I
    I_atom = (m_h + 1) * (m_li + 3) / (m_h + m_li + 4) * R**2
    B_nuc, B_atom = to_cm / (2 * I), to_cm / (2 * I_atom)
    B_eff, B_from_g = B_nuc * (1 - I_el / I), B_atom * (1 + g / mp)
    assert abs(B_eff - B_from_g) < 5 * B_nuc * (I_el / I)**2   # second order in m/M
    data[name] = dict(zc=zc, I=I, G=G, g=g, G_unc=Q - I_unc)
    print(f"{name}: centre of mass from Li = {zc:.5f} a0; I = {I:.2f} m a0^2")
    print(f"{name}: Q = {Q:.4f} a0^2; I_el = {I_el:.4f} m a0^2; G = {G:.4f} a0^2")
    print(f"{name}: g = {g:.4f}; g*m/m_p = {g / mp:.4e}")
    print(f"{name}: B_nuc = {B_nuc:.5f} cm^-1; B_atom = {B_atom:.5f} cm^-1")
    print(f"{name}: B_eff = {B_eff:.5f} cm^-1; B_atom(1+g m/m_p) = {B_from_g:.5f} cm^-1")
    print(f"{name}: B_eff-B_nuc = {B_eff - B_nuc:.5f}; B_eff-B_atom = {B_eff - B_atom:.5f} cm^-1")

h, t = data['7LiH'], data['7LiD']
d = t['zc'] - h['zc']
D_from_g = -(t['g'] * t['I'] - h['g'] * h['I']) / (2 * mp * d)
D_uncoupled = -(t['G_unc'] - h['G_unc']) / (2 * d)
D_one_flip = -(-t['g'] * t['I'] - h['g'] * h['I']) / (2 * mp * d)
assert abs(D_from_g - D_density) < 0.01 * abs(D_density)       # finite basis
assert D_from_g < 0 and D_density < 0
g_right = (h['g'] * h['I'] - 2 * mp * d * D_density) / t['I']
g_wrong = (h['g'] * h['I'] + 2 * mp * d * D_density) / t['I']
assert abs(g_right - t['g']) < 0.05 * abs(g_wrong - t['g'])
print(f"shift of centre of mass d = {d:.5f} a0; G'-G = {t['G'] - h['G']:.4f} a0^2")
print(f"D_z from the two g factors = {D_from_g:.4f} e a0 = {D_from_g * debye:.3f} debye")
print(f"D_z from the electron density = {D_density:.4f} e a0 = {D_density * debye:.3f} debye")
print(f"D_z from uncoupled response = {D_uncoupled:.4f} e a0")
print(f"D_z if only the sign of g(7LiD) were reversed = {D_one_flip:.3f} e a0")
print(f"g(7LiD) predicted with Li(+)H(-) dipole = {g_right:.4f}")
print(f"g(7LiD) predicted with Li(-)H(+) dipole = {g_wrong:.4f}")
print("every check passed")
```

It prints:

```
model: I_el from sum over states = 0.5714 m a0^2
model J=1: I_el from levels = 0.5707 m a0^2
model J=1: G from levels = 2.2291, from moment = 2.2291 a0^2
model J=2: I_el from levels = 0.5707 m a0^2
model J=2: G from levels = 2.2291, from moment = 2.2291 a0^2
model, charge 0.0 e: G'-G = -0.4202, predicted -0.4204 a0^2
model, charge 0.5 e: G'-G = -1.5752, predicted -1.5754 a0^2
LiH 6-31G: I_el rotating frame = 6.15029 m a0^2
LiH 6-31G: I_el response formula = 6.15029 m a0^2
R = 3.00 a0; basis functions = 112; HF energy = -7.98649 hartree
input atomic mass of 7Li = 7.016 u; m_p/m = 1836.153
sum rule, should be 4 electrons: 3.9994
7LiH: centre of mass from Li = 0.37671 a0; I = 14450.28 m a0^2
7LiH: Q = 7.3074 a0^2; I_el = 12.8476 m a0^2; G = -5.5402 a0^2
7LiH: g = -0.7040; g*m/m_p = -3.8340e-04
7LiH: B_nuc = 7.59413 cm^-1; B_atom = 7.59029 cm^-1
7LiH: B_eff = 7.58738 cm^-1; B_atom(1+g m/m_p) = 7.58738 cm^-1
7LiH: B_eff-B_nuc = -0.00675; B_eff-B_atom = -0.00291 cm^-1
7LiD: centre of mass from Li = 0.66911 a0; I = 25666.48 m a0^2
7LiD: Q = 6.7762 a0^2; I_el = 10.9403 m a0^2; G = -4.1641 a0^2
7LiD: g = -0.2979; g*m/m_p = -1.6224e-04
7LiD: B_nuc = 4.27551 cm^-1; B_atom = 4.27438 cm^-1
7LiD: B_eff = 4.27369 cm^-1; B_atom(1+g m/m_p) = 4.27369 cm^-1
7LiD: B_eff-B_nuc = -0.00182; B_eff-B_atom = -0.00069 cm^-1
shift of centre of mass d = 0.29240 a0; G'-G = 1.3761 a0^2
D_z from the two g factors = -2.3531 e a0 = -5.981 debye
D_z from the electron density = -2.3545 e a0 = -5.984 debye
D_z from uncoupled response = -0.3832 e a0
D_z if only the sign of g(7LiD) were reversed = -16.594 e a0
g(7LiD) predicted with Li(+)H(-) dipole = -0.2978
g(7LiD) predicted with Li(-)H(+) dipole = -0.4948
every check passed
```
